# Thermal Broadening of a 63 meV Phonon by Symmetric Klemens Decay

## Problem

Energetic electrons in a semiconductor can lose energy by emitting optical phonons. Such a phonon can in turn decay into phonons of lower energy. Consider one optical phonon mode with wavevector close to zero and energy \(\omega=0.063\) eV (63 meV) in a crystal at \(T=300\) K. In symmetric Klemens decay it splits into two phonons of energy \(\omega/2\), with opposite wavevectors.

Atomic units are used in the algebra, so \(\hbar=1\), and energies and angular frequencies share one symbol. Numerical energies are in eV. The linewidth \(\Gamma\) is the full width at half maximum of the phonon's response spectrum.

Assume that

- the cubic coupling responsible for the decay is weak, and this decay is the sole source of width;
- the daughter modes are uncorrelated and in thermal equilibrium at \(T\);
- the phonon energies, the coupling and the density of final pairs do not depend on temperature.

**(a)** Calculate the mean occupation of the phonon at 300 K.

**(b)** For daughters of energies \(\omega_1+\omega_2=\omega\), find the rate at which an excess phonon number relaxes.

**(c)** Show that this rate equals the linewidth.

**(d)** Show that symmetric decay makes the linewidth at 300 K about 84 percent larger than at zero temperature.

**(e)** Take a zero-temperature linewidth of 0.0001 eV, a round model value. Find the linewidth at 300 K and both lifetimes.

**(f)** Would an unequal split of the energy give a smaller or a larger percentage?

## Solution

### (a) The occupation

A mode holding \(N\) quanta has energy \(N\omega\) above its ground state, and its Boltzmann weight is \(x^N\) with \(x=e^{-\omega/k_BT}\). The geometric series gives \(\sum_N x^N=1/(1-x)\). Applying \(x\,d/dx\) to both sides gives \(\sum_N N x^N=x/(1-x)^2\). The mean occupation is the ratio of the two sums:

\[
n(\omega)=\frac{x/(1-x)^2}{1/(1-x)}=\frac{x}{1-x}=\frac{1}{e^{\omega/k_BT}-1}.
\]

With \(k_B=8.617\times10^{-5}\) eV/K, the thermal energy is \(k_BT=0.02585\) eV. Then \(\omega/k_BT=2.437\), and

\[
n(\omega)=\frac{1}{11.438-1}=0.096 .
\]

On average the mode holds about one tenth of a quantum.

### (b) Relaxation of the phonon number

Let \(a\) remove a quantum from the phonon mode, and let \(b_{1k}\), \(b_{2k}\) remove quanta from the two distinct daughter modes of pair \(k\). The part of the cubic coupling that describes the decay and its reverse is

\[
H_3=\sum_k\left(V_k\,a\,b_{1k}^\dagger b_{2k}^\dagger+V_k^*\,a^\dagger b_{1k}b_{2k}\right).
\]

At zero temperature the daughter modes are empty, and Fermi's golden rule gives the decay rate of one phonon,

\[
\gamma_0=2\pi\sum_k|V_k|^2\,\delta(\omega-\omega_{1k}-\omega_{2k}).
\]

At finite temperature the ladder operators bring in further factors. Suppose the three modes hold \(N\), \(m_1\) and \(m_2\) quanta. Since \(a|N\rangle=\sqrt N\,|N-1\rangle\) and \(b^\dagger|m\rangle=\sqrt{m+1}\,|m+1\rangle\), the squared matrix elements are

\[
\begin{aligned}
\text{splitting:}&\quad |V_k|^2\,N(m_1+1)(m_2+1),\\
\text{merging:}&\quad |V_k|^2\,(N+1)\,m_1m_2 .
\end{aligned}
\]

The daughters are uncorrelated, so the thermal average of each product is the product of the averages. Write \(n_1=n(\omega_1)\) and \(n_2=n(\omega_2)\), and let all pairs that conserve energy have the same split. The factors are then common to all terms of the golden-rule sum. Both rates are linear in \(N\), so the mean number \(\bar N\) obeys a closed equation:

\[
\frac{d\bar N}{dt}=-\gamma_0\left[\bar N(1+n_1)(1+n_2)-(\bar N+1)n_1n_2\right].
\]

Expanding \((1+n_1)(1+n_2)=1+n_1+n_2+n_1n_2\), the two terms \(\bar N n_1n_2\) cancel:

\[
\frac{d\bar N}{dt}=-\gamma_0\left[\bar N(1+n_1+n_2)-n_1n_2\right].
\]

The right side vanishes at \(N_{\rm eq}=n_1n_2/(1+n_1+n_2)\). Subtracting this constant from \(\bar N\) leaves

\[
\frac{d}{dt}(\bar N-N_{\rm eq})=-\gamma\,(\bar N-N_{\rm eq}),\qquad
\gamma=\gamma_0(1+n_1+n_2).
\]

The stationary number must agree with part (a). Put \(y=e^{\omega_1/k_BT}\) and \(z=e^{\omega_2/k_BT}\), so that \(n_1=1/(y-1)\) and \(n_2=1/(z-1)\). Then

\[
1+n_1+n_2=\frac{(y-1)(z-1)+(z-1)+(y-1)}{(y-1)(z-1)}=\frac{yz-1}{(y-1)(z-1)},
\]

and therefore

\[
N_{\rm eq}=\frac{1}{yz-1}=\frac{1}{e^{(\omega_1+\omega_2)/k_BT}-1}=n(\omega).
\]

The phonon relaxes to its own thermal occupation, as it must. The merging process is needed for this: with splitting alone, the mode would empty completely.

### (c) From the rate to the linewidth

A linewidth belongs to the decay of an oscillation, so the mean amplitude \(\langle a\rangle\) has to be followed. The Heisenberg equation \(i\,dA/dt=[A,H]\), with \([a,a^\dagger]=1\), gives

\[
i\frac{d\langle a\rangle}{dt}=\omega\langle a\rangle+\sum_kV_k^*\langle b_{1k}b_{2k}\rangle .
\]

The equation for the pair operator needs the commutator

\[
[b_1b_2,\,b_1^\dagger b_2^\dagger]=(1+\hat m_1)(1+\hat m_2)-\hat m_1\hat m_2=1+\hat m_1+\hat m_2,
\]

where \(\hat m_i=b_i^\dagger b_i\). To leading order in the weak coupling, the number operators may be replaced by their thermal means. With \(F_k=1+n_{1k}+n_{2k}\) and \(\varepsilon_k=\omega_{1k}+\omega_{2k}\),

\[
i\frac{d}{dt}\langle b_{1k}b_{2k}\rangle=\varepsilon_k\langle b_{1k}b_{2k}\rangle+V_kF_k\langle a\rangle .
\]

The pair amplitude is zero at the start, because the daughters are uncorrelated and neither has a mean amplitude. The solution is

\[
\langle b_{1k}b_{2k}\rangle(t)=-iV_kF_k\int_0^t e^{-i\varepsilon_k(t-t')}\langle a\rangle(t')\,dt'.
\]

Insert this into the first equation and write \(\langle a\rangle=\alpha(t)e^{-i\omega t}\), which removes the fast oscillation:

\[
\frac{d\alpha}{dt}=-\sum_k|V_k|^2F_k\int_0^t e^{-i(\varepsilon_k-\omega)(t-t')}\alpha(t')\,dt'.
\]

The pair energies form a dense, smooth band. The sum over \(k\) therefore dies out after a time of order the inverse bandwidth. If the coupling is weak, \(\alpha\) hardly changes in that time, so \(\alpha(t')\) may be replaced by \(\alpha(t)\) and the integral over \(\tau=t-t'\) extended to infinity. With

\[
\int_0^\infty e^{-i\Delta\tau}d\tau=\pi\delta(\Delta)-i\,\mathrm P\frac1\Delta ,
\]

where P denotes the principal value, the second term gives a frequency shift. It depends on temperature through \(F_k\), but for weak coupling it is small compared with \(\omega\) and is neglected here. The first term gives the damping:

\[
\frac{d\alpha}{dt}=-\pi\sum_k|V_k|^2F_k\,\delta(\varepsilon_k-\omega)\,\alpha=-\frac{\gamma_0(1+n_1+n_2)}{2}\,\alpha=-\frac{\gamma}{2}\,\alpha .
\]

The amplitude decays at half the rate of the excess number, as expected for a quantity whose square measures the number of quanta in the oscillation. At zero temperature \(F_k=1\), and the same lines reproduce the golden-rule rate \(\gamma_0\).

The response to a weak drive of frequency \(\nu\) is the transform of this decay. Its absorptive part is

\[
\mathrm{Re}\int_0^\infty e^{i(\nu-\omega)t-\gamma t/2}\,dt
=\mathrm{Re}\,\frac{1}{\gamma/2-i(\nu-\omega)}
=\frac{\gamma/2}{(\nu-\omega)^2+\gamma^2/4}.
\]

It falls to half its peak value at \(\nu-\omega=\pm\gamma/2\). The full width is therefore \(\Gamma=\gamma\).

### (d) Symmetric decay at 300 K

Both daughters now have energy \(\omega/2\), so \(n_1=n_2=n(\omega/2)\). At zero temperature these occupations vanish and \(\Gamma(0)=\gamma_0\). The unknown coupling drops out of the ratio:

\[
\frac{\Gamma(T)}{\Gamma(0)}=1+2n(\omega/2)=1+\frac{2}{e^{\omega/2k_BT}-1}=\frac{e^{\omega/2k_BT}+1}{e^{\omega/2k_BT}-1}=\coth\frac{\omega}{4k_BT}.
\]

The daughter energy is 0.0315 eV, and \(\omega/2k_BT=1.2185\). Hence

\[
n(\omega/2)=\frac{1}{3.382-1}=0.420,\qquad
\frac{\Gamma(300\ \text{K})}{\Gamma(0)}=1+2(0.420)=1.84 .
\]

The linewidth is 84 percent larger than at zero temperature.

The occupation found in part (a) does not enter this ratio. Inserting 0.096 in place of 0.420 would give an increase of about 19 percent. The decay is stimulated by quanta already present in the modes that receive the energy, and these modes, at half the energy, are much more populated.

The two processes can also be read separately. The splitting factor is \((1+n)^2=2.016\) and the merging factor is \(n^2=0.176\), both with \(n=n(\omega/2)\). Their difference is 1.840. Splitting alone is about twice as fast as at zero temperature, and merging takes back part of the gain.

Two limits show where 300 K lies for this phonon. For \(k_BT\ll\omega/2\), the increase is approximately \(2e^{-\omega/2k_BT}\). At 300 K this would give \(2/3.382=0.59\), well below 0.84, so the low-temperature form is no longer good. For high temperature, \(\coth u\approx 1/u+u/3\) with \(u=\omega/4k_BT\). The leading term gives a width proportional to temperature,

\[
\frac{\Gamma(T)}{\Gamma(0)}\approx\frac{4k_BT}{\omega}.
\]

At 300 K, \(u=2.437/4=0.609\). The leading term is 1.64, and the correction \(u/3=0.20\) brings the sum to 1.84. The linear law alone is thus about 11 percent below the full ratio.

### (e) Linewidth and lifetimes

With \(\Gamma(0)=0.0001\) eV,

\[
\Gamma(300\ \text{K})=1.84\times0.0001\ \text{eV}=0.000184\ \text{eV}.
\]

The lifetime is the time in which an excess phonon number falls to \(1/e\) of its initial value. It is \(1/\Gamma\) in atomic units and \(\hbar/\Gamma\) in ordinary units, with \(\hbar=6.582\times10^{-16}\) eV s:

\[
\tau(0)=6.58\ \text{ps},\qquad \tau(300\ \text{K})=\frac{6.58\ \text{ps}}{1.84}=3.58\ \text{ps}.
\]

An 84 percent larger width means a lifetime shorter by about 46 percent, since \(1-1/1.84=0.46\). The lifetimes depend on the chosen zero-temperature width; the percentages do not.

### (f) Unequal splits

For a general split the relative increase is \(n(\omega_1)+n(\omega_2)\). For positive energy \(\varepsilon\), the occupation can be expanded as

\[
n(\varepsilon)=\sum_{j=1}^{\infty}e^{-j\varepsilon/k_BT}.
\]

Every term is a strictly convex function of \(\varepsilon\), so \(n\) is strictly convex as well. The mean of its values at two energies is therefore at least its value at the mean energy, with equality only when the two energies are equal:

\[
n(\omega_1)+n(\omega_2)\ \ge\ 2\,n\!\left(\frac{\omega_1+\omega_2}{2}\right)=2n(\omega/2).
\]

An unequal split gives a larger percentage. With daughters of 0.021 eV and 0.042 eV, one third and two thirds of the energy, the increase is about 104 percent. This compares each channel with its own zero-temperature width. It does not say which channel is stronger, because that depends on \(\gamma_0\).

### When the 84 percent does not apply

Defects, isotopic disorder, boundaries, electrons and higher-order phonon processes can all add to a measured width. If they add a temperature-independent Lorentzian part \(\Gamma_b\), the widths add, and the total width grows by the fraction \(0.84\,\Gamma(0)/[\Gamma(0)+\Gamma_b]\), which is less than 84 percent. A Gaussian (inhomogeneous) background does not add linearly, and the formula then fails: a Gaussian of full width \(3\,\Gamma(0)\) gives a growth of about 15 percent, where the formula gives 21. Higher-order phonon processes depend on temperature and can push the growth above 84 percent. For decay into three phonons of energy \(\omega/3\), the counting of part (b) gives the factor \((1+n)^3-n^3=5.30\) at 300 K, with \(n=n(\omega/3)=0.798\). If this channel supplies 2 percent of the zero-temperature width, the total grows by about 91 percent.

In a strongly heated device the daughters may themselves be out of equilibrium. If they remain uncorrelated and their occupations are held at given values, the rate equation of part (b) still holds with those values of \(n_1\) and \(n_2\). Hotter daughters increase the relaxation rate \(\gamma_0(1+n_1+n_2)\), but they also raise the stationary number \(n_1n_2/(1+n_1+n_2)\) to which the optical phonon relaxes. A line broadened by hotter daughters therefore means a faster approach to a higher phonon number. It does not by itself show that heat leaves the region faster.
